# Bloch unfolding of the self-energy of a laterally repeated electrode, part 1

(Sections cited here and not found follow in the second part.)

## First half: the unfolding theorem

### Statement

Let a semi-infinite electrode have a small transverse unit cell, the primitive cell, and let a device be attached whose transverse cell is $N_1\times N_2$ times larger. Write $N=N_1N_2$. The electrode self-energy needed by the device is a matrix over all $N$ copies of the primitive cell. It follows from $N$ self-energies of the primitive electrode.

**Theorem.** Under assumptions (a) to (e) below, the block of the retarded self-energy between the copies at integer positions $m=(m_1,m_2)$ and $n=(n_1,n_2)$ is

$$\Sigma^{\rm sc}_{mn}(K)=\frac1N\sum_p e^{ik_p\cdot(m-n)}\,\Sigma(k_p), \tag{1}$$

$$k_p=\left(\frac{K_1+2\pi p_1}{N_1},\ \frac{K_2+2\pi p_2}{N_2}\right),\qquad p_i=0,\dots,N_i-1. \tag{2}$$

Here $K=(K_1,K_2)$ is the Bloch phase per supercell, $\Sigma(k)$ is the self-energy of the primitive electrode at Bloch phase $k$ per primitive cell, and both are taken at the same complex energy. Phases are in radians and energies in hartree. Computing the $\Sigma(k_p)$ separately replaces one problem of size $N\nu$ by $N$ problems of size $\nu$, where $\nu$ is the number of orbitals in one primitive cell of one layer. With cubic-cost matrix algebra the saving is close to $N^2$ as long as the final sum (1) is cheap. The second half makes this precise.

### Setting and assumptions

The electrons are described by a mean-field Hamiltonian $H$ in a basis of localized orbitals with overlap matrix $S$. An orbital is labelled by its transverse cell $R\in\mathbb Z^2$, its layer $l$, and its index $i=1,\dots,\nu$ within the cell. Layer $l=0$ is the last layer of the device region, and layers $l=1,2,\dots$ form the electrode. At energy $z=E+i\eta$ define

$$A=zS-H. \tag{3}$$

The assumptions are these.

(a) Within the electrode, and in the coupling between layers 0 and 1, $H$ and $S$ are unchanged by a translation through one primitive transverse cell. The block of $A$ from cell $R$, layer $l$ to cell $R'$, layer $l'$ therefore depends on $R'-R$. It is written $A_{ll'}(R'-R)$.

(b) The layers are thick enough that each couples to its nearest neighbours alone. Hoppings and overlaps have finite range and bounded size.

(c) The overlap matrix of the electrode satisfies $v^\dagger Sv\ge s\,v^\dagger v$ with some $s>0$, and $\eta>0$.

(d) Bloch phases contain cell positions, not orbital positions:

$$A_{ll'}(k)=\sum_R A_{ll'}(R)\,e^{ik\cdot R}. \tag{4}$$

(e) The orbitals are listed in the same order in every copy of the primitive cell, also in layer 0.

Nothing is assumed about time reversal, and the hoppings may be complex. The device itself need not have the primitive periodicity, since only its coupling to layer 1, which is covered by (a), enters (1).

### What the self-energy is

Let D denote the device region and E the electrode. The Green function $G$ satisfies $AG=1$. Its columns belonging to the device obey

$$A_{\rm DD}G_{\rm DD}+A_{\rm DE}G_{\rm ED}=1,\qquad A_{\rm ED}G_{\rm DD}+A_{\rm EE}G_{\rm ED}=0 .$$

The second equation gives $G_{\rm ED}=-A_{\rm EE}^{-1}A_{\rm ED}G_{\rm DD}$. Inserted in the first, it gives

$$\left(A_{\rm DD}-A_{\rm DE}A_{\rm EE}^{-1}A_{\rm ED}\right)G_{\rm DD}=1 .$$

The subtracted term is the self-energy. By (b), layer 0 is the one device layer that touches the electrode, and it touches layer 1 alone. Hence the self-energy acts in layer 0 and equals

$$\Sigma=A_{01}\,g\,A_{10},\qquad g=\left[A_{\rm EE}^{-1}\right]_{11}, \tag{5}$$

where $g$ is the surface Green function, the layer-1 block of the inverse of the isolated electrode.

The two coupling matrices in (5) need care. At fixed real $k$, hermiticity gives $H_{10}=H_{01}^\dagger$ and $S_{10}=S_{01}^\dagger$, so

$$A_{10}=zS_{01}^\dagger-H_{01}^\dagger,\qquad A_{01}^\dagger=z^*S_{01}^\dagger-H_{01}^\dagger,\qquad A_{10}-A_{01}^\dagger=2i\eta S_{01}^\dagger .$$

In a non-orthogonal basis $A_{10}$ is therefore not the adjoint of $A_{01}$ at complex energy, and (5) must be used with $A_{10}$ itself.

### The two Bloch matrices

For the primitive cell, take an amplitude of Bloch form, $\psi(R)=e^{ik\cdot R}c$. The rows of $A\psi$ in cell $R=0$ are $\sum_R A(R)e^{ik\cdot R}c=A(k)c$, which is (4).

For the supercell, every integer cell position is written uniquely as $n+\mathcal N L$, with $0\le n_i<N_i$, $L\in\mathbb Z^2$ and $\mathcal N L=(N_1L_1,N_2L_2)$. The Bloch condition is now $\psi(n+\mathcal N L)=e^{iK\cdot L}c_n$. The rows of $A\psi$ in cell $m$ are

$$\sum_n\sum_L A(n+\mathcal N L-m)\,e^{iK\cdot L}c_n .$$

The supercell matrix is thus

$$A^{\rm sc}_{mn}(K)=\sum_L A(n-m+\mathcal N L)\,e^{iK\cdot L}. \tag{6}$$

Layer indices have been suppressed, because (6) holds for each pair of layers.

### Lemma 1: the sum over shifted points

**Lemma 1.** For an integer vector $d$,

$$\frac1N\sum_p e^{ik_p\cdot d}=\begin{cases}e^{iK\cdot L}&\text{if } d=\mathcal N L \text{ with integer } L,\\ 0&\text{otherwise.}\end{cases} \tag{7}$$

*Proof.* The sum is a product of one factor for each direction. The first is

$$\frac1{N_1}\sum_{p_1=0}^{N_1-1}e^{i(K_1+2\pi p_1)d_1/N_1}=e^{iK_1d_1/N_1}\,\frac1{N_1}\sum_{p_1=0}^{N_1-1}\omega^{p_1},\qquad \omega=e^{2\pi i d_1/N_1}.$$

If $d_1=N_1L_1$, then $\omega=1$, the geometric sum is $N_1$, and the factor is $e^{iK_1L_1}$. If $d_1$ is not a multiple of $N_1$, then $\omega\ne1$ and the sum is $(\omega^{N_1}-1)/(\omega-1)=0$, because $\omega^{N_1}=e^{2\pi i d_1}=1$. The second direction is the same. $\square$

### Lemma 2: block diagonalization

Define the $N\times N$ matrix $U$ and its extension $W$ to the orbitals by

$$U_{mp}=\frac{e^{ik_p\cdot m}}{\sqrt N},\qquad W=U\otimes 1_\nu . \tag{8}$$

**Lemma 2.** $W$ is unitary, and for each pair of layers

$$A^{\rm sc}(K)=W\,{\rm diag}_p\left[A(k_p)\right]W^\dagger . \tag{9}$$

*Proof.* First, $(UU^\dagger)_{mn}=N^{-1}\sum_p e^{ik_p\cdot(m-n)}$. Since $|m_i-n_i|<N_i$, the vector $m-n$ has the form $\mathcal N L$ for $L=0$ alone. Lemma 1 gives $(UU^\dagger)_{mn}=\delta_{mn}$. A square matrix with $UU^\dagger=1$ also has $U^\dagger U=1$, so $U$ and $W$ are unitary.

The $(m,n)$ block of the right side of (9) is, with (4),

$$\frac1N\sum_p e^{ik_p\cdot(m-n)}A(k_p)=\sum_R A(R)\,\frac1N\sum_p e^{ik_p\cdot(m-n+R)} .$$

By Lemma 1 the inner sum vanishes unless $m-n+R=\mathcal N L$, that is $R=n-m+\mathcal N L$, and then it equals $e^{iK\cdot L}$. What remains is $\sum_L A(n-m+\mathcal N L)e^{iK\cdot L}$, which is (6). $\square$

The sign in the exponent of (1) is fixed here. With convention (4), the phase that undoes the Bloch sum carries row position minus column position.

A case small enough for hand calculation confirms it. Take one orbital per cell, $N_1=2$, $N_2=1$, and a real hopping $t$ between neighbouring cells, so that $A(k)=z-\varepsilon-2t\cos k$. The shifted points are $k_0=K/2$ and $k_1=K/2+\pi$. Since $e^{-ik_1}=-e^{-ik_0}$, the element between copies 0 and 1 is, by (9),

$$\tfrac12e^{-iK/2}\left[A(k_0)-A(k_1)\right]=-2t\cos(K/2)\,e^{-iK/2}=-t\left(1+e^{-iK}\right).$$

Direct counting agrees. Copy 0 has a neighbour 1 in its own supercell, contributing $-t$. Its other neighbour, at position $-1$, is copy 1 of the supercell $L=-1$, contributing $-te^{-iK}$.

### Lemma 3: the inverse exists and is unique

**Lemma 3.** For $\eta>0$ the matrix $A_{\rm EE}$ of the semi-infinite electrode has a unique bounded inverse, at each $k$ for the primitive cell and at each $K$ for the supercell.

*Proof.* Write $A_{\rm EE}=(ES-H)+i\eta S$ with Hermitian $ES-H$ and $S$. For any normalizable vector $v$,

$${\rm Im}\,v^\dagger A_{\rm EE}v=\eta\,v^\dagger Sv\ge\eta s\,\|v\|^2 .$$

The left side is at most $\|v\|\,\|A_{\rm EE}v\|$, so $\|A_{\rm EE}v\|\ge\eta s\|v\|$. Hence no nonzero vector is mapped to zero, and the range is closed. The adjoint satisfies the same bound, because its imaginary part has the same size and opposite sign. It too maps no nonzero vector to zero, so nothing is orthogonal to the range, and the range is the whole space. The inverse exists, and its norm is at most $1/(\eta s)$. $\square$

The lemma matters because, when all electrode layers are identical, $g$ obeys a closed nonlinear equation with several solutions. The inverse selects one of them, the retarded one, on both sides of (1).

### Proof of the theorem

The matrix $W$ of (8) depends neither on the energy nor on the layer. Let $\mathcal W$ act as $W$ in every electrode layer. Lemma 2, applied to all pairs of layers, gives

$$A^{\rm sc}_{\rm EE}(K)=\mathcal W\,{\rm diag}_p\left[A_{\rm EE}(k_p)\right]\mathcal W^\dagger .$$

By Lemma 3 each diagonal entry can be inverted, and since $\mathcal W$ is unitary,

$$\left[A^{\rm sc}_{\rm EE}(K)\right]^{-1}=\mathcal W\,{\rm diag}_p\left[A_{\rm EE}(k_p)^{-1}\right]\mathcal W^\dagger .$$

Because $\mathcal W$ does not mix layers, the layer-1 block of this equation is $g^{\rm sc}=W\,{\rm diag}_p[g(k_p)]\,W^\dagger$. Insert this and (9) in (5):

$$\Sigma^{\rm sc}=W\,{\rm diag}[A_{01}]\,W^\dagger W\,{\rm diag}[g]\,W^\dagger W\,{\rm diag}[A_{10}]\,W^\dagger .$$

Both inner products $W^\dagger W$ are unity, and block-diagonal matrices multiply block by block. Therefore

$$\Sigma^{\rm sc}(K)=W\,{\rm diag}_p\left[\Sigma(k_p)\right]W^\dagger , \tag{10}$$

whose $(m,n)$ block is (1). $\square$

### Remarks

**Physical meaning.** The electrode conserves the primitive Bloch phase $k$, up to multiples of $2\pi$. The device conserves the supercell phase $K$ alone. Moving by one supercell along direction $i$ multiplies a wave of phase $k_i$ by $e^{iN_ik_i}$, so the waves compatible with $K$ are those with $N_ik_i=K_i+2\pi p_i$, which is (2). The device can scatter an electron among these $N$ waves, while the electrode cannot. This is why $\Sigma^{\rm sc}$ is block diagonal in $p$ although it is full in the cell positions.

**Broadening.** Let $\Gamma=i(\Sigma-\Sigma^\dagger)$. Taking the adjoint of (10) leaves $W$ on the left and $W^\dagger$ on the right, so $\Gamma^{\rm sc}=W\,{\rm diag}_p[\Gamma(k_p)]\,W^\dagger$ and

$${\rm Tr}\,\Gamma^{\rm sc}(K)=\sum_p{\rm Tr}\,\Gamma(k_p). \tag{11}$$

**Limit of vanishing $\eta$.** Equation (1) is a finite sum valid at each $\eta>0$. It survives the limit $\eta\to0^+$ wherever the $N$ self-energies on its right side have limits.

**No transverse dispersion.** If $\Sigma(k)=\Sigma_0$ for all $k$, Lemma 1 gives $\Sigma^{\rm sc}_{mn}=\delta_{mn}\Sigma_0$. The electrode then acts as $N$ separate wires. Blocks with $m\neq n$ describe electrons that enter the electrode in one cell and return in another.

**Large supercells.** For fixed $m-n$ and $N_1,N_2\to\infty$, the points (2) fill the square of side $2\pi$ uniformly. At $\eta>0$ the function $\Sigma(k)$ is continuous, so the sum becomes

$$\Sigma_{mn}=\int_0^{2\pi}\!\!\int_0^{2\pi}\frac{dk_1dk_2}{(2\pi)^2}\,e^{ik\cdot(m-n)}\Sigma(k).$$

The dependence on $K$ has disappeared. This is the self-energy for a single, unrepeated device on an infinitely wide electrode.

**Phases with orbital positions.** Suppose the primitive matrices are built with phases $e^{ik\cdot(R+\tau_j-\tau_i)}$, where $\tau_i$ is the transverse position of orbital $i$ in units of the cell vectors. They equal $D_l^\dagger A_{ll'}(k)D_{l'}$, where $D_l={\rm diag}(e^{ik\cdot\tau_i})$ contains the positions of the orbitals in layer $l$. In (5) the phases of layer 1 cancel, so the self-energy obtained is $\tilde\Sigma=D^\dagger\Sigma D$ with $D=D_0$, and only the positions $\tau_i$ in layer 0 matter. The matrix to insert in (1) is $\Sigma=D\tilde\Sigma D^\dagger$, with elements $e^{ik\cdot(\tau_i-\tau_j)}\tilde\Sigma_{ij}$.

## Second half: operation count, example and failures

### Symbols and results carried over

The supercell holds $N=N_1N_2$ copies of a primitive cell with $\nu$ orbitals per layer. The Bloch phase is $K$ per supercell, and the shifted points are $k_p=((K_1+2\pi p_1)/N_1,(K_2+2\pi p_2)/N_2)$. With $A=zS-H$ and $z=E+i\eta$, the self-energy is $\Sigma=A_{01}gA_{10}$, where $g$ is the surface Green function of the electrode. The unitary matrix $W$, with blocks $e^{ik_p\cdot m}1_\nu/\sqrt N$, brings each supercell matrix to block-diagonal form, and

$$\Sigma^{\rm sc}_{mn}(K)=\frac1N\sum_pe^{ik_p\cdot(m-n)}\Sigma(k_p). \tag{12}$$

### Lemma 4: the number of independent blocks

**Lemma 4.** The blocks (12) depend on $d=m-n$ alone, $\Sigma^{\rm sc}_{mn}=B_d$, and for integer $L$

$$B_{d+\mathcal N L}=e^{iK\cdot L}B_d,\qquad \mathcal N L=(N_1L_1,N_2L_2). \tag{13}$$

At most $N$ blocks are independent.

*Proof.* The first statement is visible in (12). For the second, the extra factor in the sum is $e^{ik_p\cdot\mathcal N L}=e^{i(K+2\pi p)\cdot L}=e^{iK\cdot L}$, because $p\cdot L$ is an integer. It is the same for all $p$ and leaves the sum. Every $d$ can be shifted by some $\mathcal N L$ into the range $0\le d_i<N_i$, which contains $N$ vectors. $\square$

The self-energy can thus be stored as $N\nu^2$ numbers in place of $N^2\nu^2$. To form the $N$ independent blocks, one adds $N$ terms for each of them, and each term costs $\nu^2$ multiplications by a phase. The factor $1/N$ is absorbed in the phase. Summed term by term in this way, it takes $N^2\nu^2$ multiplications, and this is the count used below. It is not the cheapest way. The phase $e^{ik_p\cdot d}$ is a product of one factor per direction, so summing over $p_1$ and then over $p_2$ takes $N(N_1+N_2)\nu^2$ multiplications. After the factor $e^{i(K_1d_1/N_1+K_2d_2/N_2)}$ is taken out, the sum is a discrete Fourier transform, which a fast transform evaluates in the order of $N\log N\,\nu^2$ multiplications. The differences $m-n$ take $(2N_1-1)(2N_2-1)$ values. Those outside the basic range need one further phase each, which adds

$$\left[(2N_1-1)(2N_2-1)-N\right]\nu^2 \tag{14}$$

multiplications. This is less than $3N\nu^2$, one power of $N$ below the main term.

This part has proved that the supercell self-energy is a phase-weighted sum of $N$ primitive self-energies, and has counted its independent blocks and the multiplications needed to form them. What remains is the cost of the self-energies themselves and the resulting saving, a worked example, and the cases in which the construction fails.
